# Why Barrier-Free Metal-Semiconductor Junctions Can Fall Below Sharvin Conductance

**Q:** Suppose my metal contact to a degenerate n-type semiconductor has no barrier and no scattering. What is the largest conductance it could have?

**A:** Take a flat junction at zero temperature and small bias $V$, between two reservoirs. Translational symmetry along the interface conserves the transverse wavevector $\mathbf q$. For one $\mathbf q$, the reservoir at higher electrochemical potential (the negative terminal) fills extra states moving towards the other. With two spins and transmission probability $T$, they carry

$$
I=2e\int\frac{dk_z}{2\pi}\,v_zT
=\frac{2e}{h}\int dE\,T=\frac{2e^2}{h}\,T\,V ,
$$

because $v_z\,dk_z=dE/\hbar$. The velocity cancels, so each open channel contributes at most $2e^2/h$.

A channel is open if its wave propagates on both sides. Call the metal side 1 and the semiconductor side 2, with isotropic Fermi wavevectors $k_1>k_2$. The condition is then $q<k_2$. Transverse states have density $1/(2\pi)^2$ per unit area, so their number per area is $\pi k_2^2/(2\pi)^2=k_2^2/4\pi$. Setting $T=1$ gives the Sharvin conductance per area of the semiconductor:

$$
\frac{G_S}{A}=\frac{2e^2}{h}\,\frac{k_2^2}{4\pi}.
$$

The metal has spare channels, but they have no propagating partner with the same $\mathbf q$.

**Q:** If nothing blocks the electron, why would $T$ be less than one?

**A:** Start with normal incidence, $q=0$. I assume one parabolic band on each side and the envelope Hamiltonian

$$
H=-\frac{\hbar^2}{2}\frac{d}{dz}\frac{1}{m(z)}\frac{d}{dz}+V(z),
$$

where $m$ and $V$ jump at $z=0$. "Barrier-free" means that both band edges lie below the Fermi level, with no forbidden region between them.

Integrate $H\psi=E\psi$ from $-\epsilon$ to $\epsilon$:

$$
-\frac{\hbar^2}{2}\left[\frac{\psi'}{m}\right]_{-\epsilon}^{\epsilon}
+\int_{-\epsilon}^{\epsilon}(V-E)\psi\,dz=0 .
$$

The integral vanishes as $\epsilon\to0$, since $V$ and $\psi$ are finite. Hence $\psi'/m$ is continuous. So is $\psi$: a jump would put a delta function into $\psi'$, and no term in the equation could balance its derivative. The particle flux $j=\hbar\,\mathrm{Im}(\psi^*\psi'/m)$ is therefore continuous too.

For a wave arriving from the metal,

$$
\psi_1=e^{ik_1z}+r\,e^{-ik_1z},\qquad \psi_2=t\,e^{ik_2z}.
$$

With $v_i=\hbar k_i/m_i$, the two conditions at $z=0$ read

$$
1+r=t,\qquad v_1(1-r)=v_2t .
$$

Substituting the first into the second gives $v_1-v_1r=v_2+v_2r$, so

$$
r=\frac{v_1-v_2}{v_1+v_2},\qquad
t=1+r=\frac{2v_1}{v_1+v_2}.
$$

Transmission is a ratio of fluxes, not of densities, which brings in the factor $v_2/v_1$:

$$
T=\frac{v_2}{v_1}\,t^2=\frac{4v_1v_2}{(v_1+v_2)^2},\qquad
R=r^2=\left(\frac{v_1-v_2}{v_1+v_2}\right)^2 .
$$

They add to one, because $(v_1-v_2)^2+4v_1v_2=(v_1+v_2)^2$.

The reason for the reflection can be seen by trying to do without it. With $r=0$, continuity of the wave demands $t=1$, while equal flux demands $t^2=v_1/v_2$. Both hold only when $v_1=v_2$. Otherwise a reflected wave must reconcile them. What matters is the mismatch of velocity, not a region the electron cannot enter.

**Q:** So a large step in the band edge need not reflect?

**A:** At normal incidence, no. If $k_1/m_1=k_2/m_2$, then $T=1$ even though band edge and mass both jump. I tested this with $m_1=1$, $m_2=0.2$ (in free-electron masses) and $k_1=5k_2$. Solving the Hamiltonian on a fine lattice, with no matching rule imposed, gave $T=1.00000$.

**Q:** Please put numbers on an unequal pair.

**A:** Take a semiconductor with $n=5\times10^{19}\ \mathrm{cm^{-3}}=0.05\ \mathrm{nm^{-3}}$ and $m_2=0.2$. Its wavevector is

$$
k_2=(3\pi^2n)^{1/3}=1.140\ \mathrm{nm^{-1}},
$$

and its Fermi energy is $0.247$ eV above the band edge. The metal is a model free-electron band with $m_1=1$, filled to 10 eV, so $k_1=16.20\ \mathrm{nm^{-1}}$. The velocities are $v_1=1.876\times10^6$ m/s and $v_2=6.60\times10^5$ m/s, with ratio $s=v_1/v_2=2.843$. Therefore

$$
T=\frac{4s}{(1+s)^2}=\frac{4(2.843)}{(3.843)^2}=0.770 .
$$

The lattice solution gives 0.7698. About 23% of the normally incident flux is reflected.

**Q:** Is my conductance then 77% of Sharvin?

**A:** No, because most channels arrive obliquely. At fixed $\mathbf q$ the Hamiltonian gains $\hbar^2q^2/2m(z)$. This is a finite step, so the matching conditions stay the same, now with

$$
k_{iz}=\sqrt{k_i^2-q^2},\qquad v_{iz}=\frac{\hbar k_{iz}}{m_i},\qquad
T(q)=\frac{4v_{1z}v_{2z}}{(v_{1z}+v_{2z})^2}.
$$

Let $c=k_{2z}/k_2$ be the cosine of the angle inside the semiconductor. Then $q^2=k_2^2(1-c^2)$ and $q\,dq=-k_2^2c\,dc$. Reversing the limits absorbs the minus sign:

$$
\int_{q<k_2}\frac{d^2q}{(2\pi)^2}T
=\frac{1}{2\pi}\int_0^{k_2}q\,T\,dq
=\frac{k_2^2}{4\pi}\int_0^1 2c\,T(c)\,dc .
$$

Dividing by the channel density gives

$$
\frac{G}{G_S}=\int_0^1 2c\,T(c)\,dc .
$$

In the example, $T$ falls from 0.770 at $c=1$ to 0.51 at $c=0.5$ and 0.132 at $c=0.1$. Grazing electrons have little normal velocity in the semiconductor and are poorly matched to the fast metal. The integral is 0.593. As a test, I summed lattice transmissions over the 16,541 discrete channels of a square section 400 nm wide, which gave 0.593 per channel.

**Q:** What does that mean as a contact resistivity?

**A:** The channel density is $k_2^2/4\pi=0.103\ \mathrm{nm^{-2}}$, so $G_S/A=8.01\times10^8\ \mathrm{S/cm^2}$. The inverse is the Sharvin resistivity, and dividing by 0.593 gives that of the junction:

$$
\rho_S=1.25\times10^{-9}\ \Omega\,\mathrm{cm^2},\qquad
\rho_c=\frac{\rho_S}{0.593}=2.10\times10^{-9}\ \Omega\,\mathrm{cm^2}.
$$

This is a two-terminal value, which includes the Sharvin part. Mismatch adds the remaining $0.86\times10^{-9}\ \Omega\,\mathrm{cm^2}$.

**Q:** Could I choose a metal whose velocity matches and recover the full Sharvin value?

**A:** Not at every angle, unless the two bands are identical. Full transmission in every channel requires

$$
\frac{k_1^2-q^2}{m_1^2}=\frac{k_2^2-q^2}{m_2^2}
\quad\text{for all }q<k_2 .
$$

The coefficients of $q^2$ force $m_1=m_2$, and the remainder then forces $k_1=k_2$. In any other case some channels have $T<1$, and $G<G_S$.

The size of the loss is clear when $k_1\gg k_2$. Then $q$ hardly changes the metal's normal velocity, so $v_{1z}\simeq v_1=sv_2$, while $v_{2z}=cv_2$. Hence

$$
T(c)=\frac{4sc}{(s+c)^2},\qquad
\frac{G}{G_S}=8s\int_0^1\frac{c^2}{(c+s)^2}\,dc .
$$

Writing $c=(c+s)-s$ and squaring gives

$$
\frac{c^2}{(c+s)^2}=1-\frac{2s}{c+s}+\frac{s^2}{(c+s)^2}.
$$

The three terms integrate to $1$, $-2s\ln(1+1/s)$ and $s^2[1/s-1/(1+s)]=s/(1+s)$. Thus

$$
\frac{G}{G_S}=8s\left[\frac{1+2s}{1+s}-2s\ln\left(1+\frac1s\right)\right].
$$

For $s=2.843$ this is 0.593, in agreement with the full integral.

For a very fast metal, $s\gg1$, one has $T\simeq4c/s$ and $G/G_S\simeq8/(3s)$. For a very slow one, $s\ll1$, the leading result is $8s$. The example is not yet in the fast limit, since $8/(3s)$ would give 0.94.

Between these limits the ratio has a maximum of 0.951 at $s=0.638$. Since $T(c)=1$ at $c=s$, the best metal in this limit matches an oblique channel rather than the normal one. Even then about 5% of the Sharvin conductance is lost.

**Q:** Does all this follow from conservation of flux?

**A:** No. Flux conservation is necessary, but it does not fix $T$. If one matched $\psi'$ without the factor $1/m$, the example would give $R+T=1.98$, which is impossible. The following rule, however, is also allowed:

$$
\psi_2=a\,\psi_1,\qquad \frac{\psi_2'}{m_2}=\frac{1}{a}\,\frac{\psi_1'}{m_1},
$$

with $a$ real. The factors $a$ and $1/a$ cancel in the flux. The matching equations become $t=a(1+r)$ and $v_2t=v_1(1-r)/a$. Eliminating $t$ gives $a^2v_2(1+r)=v_1(1-r)$, which is the earlier equation with $v_2$ replaced by $a^2v_2$. Therefore

$$
T=1-r^2=\frac{4a^2v_1v_2}{(v_1+a^2v_2)^2}.
$$

For the example, $a^2=0.5$ gives 0.51, $a^2=2$ gives 0.97, and $a^2=v_1/v_2$ gives 1. The formula with $a=1$ rests on a continuous envelope, which the chosen Hamiltonian supplies. A real interface, with its own atomic orbitals, may call for another $a$, to be found from an atomistic calculation.

The deficit is sturdier than its size. If $a$ does not depend on $q$, the wide-metal result keeps its form with $s$ replaced by $s/a^2$. Its maximum is still 0.951, so no choice of $a$ in this family restores the full Sharvin value in that limit.

**Q:** You let the band edge and the mass jump at one plane. Would a gradual junction do better?

**A:** Yes, if it is gradual on the scale of the electron's wavelength. In a slowly varying band the wave is approximately

$$
\psi\simeq\frac{C}{\sqrt{v(z)}}\exp\left(i\int^z k\,dz'\right),
$$

with flux $|\psi|^2v=|C|^2$ at every $z$. The density adjusts gradually to the local velocity, so the factor $t^2=v_1/v_2$ that an abrupt junction cannot supply is reached without reflection. The condition is that $v$ changes by a small fraction over a distance $1/k_z$. At normal incidence $1/k_2$ is about 0.9 nm here.

I let both the band edge and the mass follow $\tanh(z/w)$, with their end values fixed:

| $w$ (nm) | normal $T$ | $G/G_S$ |
|---|---|---|
| 0 | 0.77 | 0.59 |
| 0.2 | 0.89 | 0.73 |
| 0.5 | 0.98 | 0.88 |
| 2 | 1.00 | 0.99 |

The angular average recovers later than normal incidence. An oblique channel has $k_{2z}=ck_2$, so it needs a grading longer by roughly $1/c$. At widths of an atomic spacing or less, a local effective mass is itself a crude notion, and those rows show a trend rather than a prediction. They also depend on the interpolation: grading $1/m$ instead of $m$ gives 0.79 and 0.62 at 0.2 nm, and 0.97 and 0.86 at 0.5 nm. At $w=2$ nm the band edge settles only about 6 nm into the semiconductor. That is longer than the mean free path quoted below, so the last row is a ballistic limit that this material would not reach.

**Q:** Will heavier doping help?

**A:** In this model it helps twice. It opens more channels, as $k_2^2\propto n^{2/3}$, and it raises $v_2\propto n^{1/3}$ towards the metal's velocity. With the metal and $m_2$ held fixed, $G/G_S$ is 0.41 at $10^{19}$, 0.68 at $10^{20}$ and 0.85 at $5\times10^{20}\ \mathrm{cm^{-3}}$. The resistivity falls from $8.8\times10^{-9}$ to $1.2\times10^{-9}$ and $3.2\times10^{-10}\ \Omega\,\mathrm{cm^2}$. The last entry is optimistic: its Fermi energy would exceed 1 eV, where a constant mass is doubtful. The improvement with velocity also holds only while $v_1/v_2$ stays above its best value.

**Q:** How close is this to a contact I could make?

**A:** The semiconductor values are roughly those of heavily doped indium oxide: mass 0.2, gap about 3 eV, relative permittivity about 9 and mobility about 50 cm²/Vs. Its surface tends to accumulate electrons, which makes a barrier-free contact plausible. The metal is a simple model, and many contact metals have d bands that it omits. A resistivity of $2\times10^{-9}\ \Omega\,\mathrm{cm^2}$ is very low for a practical contact. The absence of a barrier is a critical assumption. A depletion barrier reaching 0.2 eV above the Fermi level, 3.0 nm wide at its base, lowers $G/G_S$ to 0.14 with tunnelling included, or about $9\times10^{-9}\ \Omega\,\mathrm{cm^2}$. This number belongs to the parabolic profile of the depletion approximation and is uncertain by about half its size. A Thomas–Fermi profile of the same height gives 0.09. A classical image force, at the interface field of 3 MV/cm, pulls the top down to about the Fermi level and gives about 0.2. The dopants are also 2.7 nm apart, so a smooth barrier is an idealization.

**Q:** And if the surface really does accumulate electrons?

**A:** Then, for a metal as fast as this one, the flat-band value is too pessimistic. For a slow metal the effect reverses: the bending below lowers $G/G_S$ from 0.95 to 0.91 at $s=0.64$. Bending the band down by 0.2 eV at the interface, with an exponential decay over 1.28 nm, raises $G/G_S$ to 0.82. A likely reading is that the electron is faster next to the metal, so the abrupt mismatch is smaller, and it then slows over a longer distance. The estimate is rough, because linear screening is stretched when the bending is comparable with the Fermi energy.

Two other corrections are smaller. At 300 K and fixed density, $G/G_S$ is 0.595 and the resistivity rises by less than 1%. For a nonparabolic band with $E(1+E/E_g)=\hbar^2k^2/2m_2$, differentiation gives $v=\hbar k/[m_2(1+2E/E_g)]$. The mass that sets the velocity becomes 0.23, and putting it into the same matching rule would give 0.54. That overstates the loss. In a two-band s–p model with this dispersion, part of the wave sits in the valence component, and the quantity continuous at the interface is $\psi'/m(E)$ with $m(E)=m_2(1+E/E_g)=0.215$. This gives $G/G_S=0.57$. For a nonparabolic band the matching is therefore not set by the group velocity alone.

**Q:** What should I watch for in a measurement?

**A:** Series resistance first. At the stated mobility, 8.4 nm of semiconductor has as much resistance as the whole junction, and the mean free path is only 3.8 nm. A longer semiconductor region adds its own resistance, but subtracting that does not leave the two-terminal $\rho_c$. The value above assumes an ideal reservoir right at the junction. In a semiconductor much longer than the mean free path, scattering supplies the arriving electrons, and about half of the Sharvin part no longer appears as a separate resistance. Extrapolating to zero length would then give roughly $\rho_c-\rho_S/2\approx1.5\times10^{-9}\ \Omega\,\mathrm{cm^2}$. Solving the Boltzmann equation with isotropic scattering and the angle-dependent $T(c)$ gives $1.4\times10^{-9}\ \Omega\,\mathrm{cm^2}$. Heating is next: 10 mV across the ideal junction drives $4.8\times10^6\ \mathrm{A/cm^2}$.

Interface roughness also breaks the conservation of $\mathbf q$, so the angular integral no longer applies. The ceiling survives if scattering is elastic. Flux arriving in one semiconductor channel cannot be transmitted with a total probability above one, however many metal channels share it. Roughness can therefore change $G/G_S$, but it cannot lift it above one. The numerical check computes the main numbers quoted here.

## Computed results

```
input density 5.0e+19 cm^-3, mass 0.2, gap 3.0 eV
input permittivity 9.0, mobility 50.0 cm2/Vs
input metal depth 10.0 eV, metal mass 1.0
k1 metal 16.201 1/nm; k2 semiconductor 1.1397 1/nm
semiconductor Fermi energy 0.2474 eV
v1 1.8755e+06 m/s; v2 6.5971e+05 m/s; v1/v2 2.8430
normal T: formula 0.77001, lattice 0.76982
normal R: 0.22999
T at cosine 0.1: 0.1316
T at cosine 0.3: 0.3460
T at cosine 0.5: 0.5095
T at cosine 0.8: 0.6858
G/G_S all angles: 0.5932; box sum 0.5930
G/G_S wide-metal closed form: 0.5928
box 400 nm: modes counted 16541, formula 16538.8
metal/semiconductor channel number ratio 202.1
Sharvin conductance 8.0090e+08 S/cm2
junction conductance 4.7510e+08 S/cm2
Sharvin resistivity 1.2486e-09 ohm cm2
junction resistivity 2.1048e-09 ohm cm2
equal speeds: normal T 1.00000, G/G_S 0.9121
best wide metal: v1/v2 0.638, G/G_S 0.9512
matching without 1/m: R+T = 1.9825
matching a^2 = 0.500: normal T 0.5088
matching a^2 = 2.000: normal T 0.9697
matching a^2 = 2.843: normal T 1.0000
grading 0.00 nm: normal T 0.7698, G/G_S 0.5930
grading 0.05 nm: normal T 0.7952, G/G_S 0.6189
grading 0.20 nm: normal T 0.8945, G/G_S 0.7335
grading 0.50 nm: normal T 0.9805, G/G_S 0.8798
grading 2.00 nm: normal T 1.0000, G/G_S 0.9903
n 1e+19 cm^-3: G/G_S 0.4134, junction 8.832e-09 ohm cm2
n 1e+20 cm^-3: G/G_S 0.6755, junction 1.164e-09 ohm cm2
n 5e+20 cm^-3: G/G_S 0.8485, junction 3.170e-10 ohm cm2
300 K: kT 0.02585 eV, chemical potential 0.2452 eV
300 K Sharvin resistivity 1.2601e-09 ohm cm2
300 K junction resistivity 2.1181e-09 ohm cm2
300 K G/G_S 0.5949
nonparabolic: Fermi energy 0.2298 eV, mass 0.2306
nonparabolic G/G_S 0.5431
barrier 0.2 eV above E_F, depletion width 2.984 nm
with that barrier, tunnelling included: G/G_S 0.1411
accumulation 0.2 eV, screening length 1.281 nm
with that accumulation: G/G_S 0.8248
bulk resistivity 2.4966e-03 ohm cm, mean free path 3.75 nm
bulk length with the junction's resistance 8.43 nm
current density at 10 mV 4.751e+06 A/cm2
```
